Photo-oxidation of phosphorene: Marcus–Gerischer overlap, band-edge energy and layer number

When light maintains a fixed density of free, thermalised electrons in phosphorene, the rate at which they reduce dissolved oxygen depends steeply on the conduction-edge energy, but it is not a single exponential of that energy. Let x = E_c − E_0 be the height of the conduction edge E_c above the formal level E_0 of the O₂/O₂⁻ couple, with electron energies counted upwards, and let λ be the reorganisation energy. For one subband the transfer rate per electron is

k = K w F(x), K = (2π/ħ) h² a c_s,

F(x) = [1/(2k_BT)] exp(x/k_BT) erfc[(λ + x)/√(4λk_BT)].

Here h is the electronic coupling between one surface cell and one O₂ molecule, a is the cell area, c_s is the number of O₂ molecules in contact per unit area, and w is the fraction of the electron's probability in the layer that touches the water. When λ + x is well above √(4λk_BT), the logarithm of F is close to a parabola in x, and an exponential law holds only over edge shifts small compared with √(4λk_BT). Thickness changes x, but it also changes w, the subband populations and the absorbed light.

The first ingredient is the energy distribution of the empty oxygen level. Assume that the solvent responds linearly and classically, and describe it by one collective coordinate q. With O₂ present its free energy is κq²/2; with O₂⁻ present it is E_0 + κ(q − q_0)²/2. The difference at fixed q is the energy at which an electron can enter without the solvent moving:

ε(q) = E_0 + κq_0²/2 − κq_0q = E_0 + λ − κq_0q, λ = κq_0²/2.

Around O₂ the coordinate has mean zero and variance k_BT/κ. Hence ε has mean E_0 + λ and variance κ²q_0²(k_BT/κ) = 2λk_BT, and its density is

D_ox(E) = exp[−(E − E_0 − λ)²/(4λk_BT)]/√(4πλk_BT).

Around O₂⁻ the mean of q is q_0, which moves the mean of ε to E_0 − λ and leaves the variance unchanged. The filled-level density D_red(E) is therefore the same Gaussian centred at E_0 − λ.

The second ingredient is the coupling. A Bloch state spread over an area A has probability a/A in each cell, of which the fraction w lies in the wet layer. Its squared matrix element with one molecule is h²aw/A, where h² includes the average over spin orientations. The golden rule gives the rate to one molecule as (2π/ħ)(h²aw/A)D_ox(E). Different molecules give different final states, so their rates add, and multiplication by their number c_sA gives

k(E) = (2π/ħ) h² a c_s w D_ox(E) = K w D_ox(E).

This requires weak coupling. As a test, the Schrödinger equation was solved for a lattice of three layers and six cells per layer with two acceptors, h = 3 meV and the initial state at x = 0.4 eV. Each acceptor was represented by a dense ladder of levels, coupled so as to reproduce D_ox, because a single fixed level would give no steady rate. The transfer rate agreed with the golden rule to within 2 percent. This checks the surface weight and the sum over molecules; D_ox itself is an input.

The electrons occupy a band rather than a single level. For parabolic dispersion with masses m_x and m_y, the two-dimensional density of states is g = √(m_xm_y)/(πħ²), independent of energy. For non-degenerate electrons the normalised distribution of the energy u above the edge is exp(−u/k_BT)/k_BT. The constant g has cancelled, so at fixed electron density the mass anisotropy does not affect the averaged rate, provided h is the same for all the states involved. The average of D_ox is

F(x) = (1/k_BT) ∫₀^∞ exp(−u/k_BT) D_ox(E_c + u) du.

To evaluate it, compare the exponents of the two Gaussians:

(E − E_0 + λ)² − (E − E_0 − λ)² = 4λ(E − E_0),

so that D_ox(E) = D_red(E) exp[(E − E_0)/k_BT]. This is detailed balance between the two directions of transfer. With E = E_c + u, the Boltzmann factor exp[−(E − E_c)/k_BT] combines with the new exponential to give exp(x/k_BT), which no longer depends on E:

F(x) = [exp(x/k_BT)/k_BT] ∫_{E_c}^∞ D_red(E) dE.

The substitution y = (E − E_0 + λ)/√(4λk_BT) turns the integral into (1/√π)∫_z^∞ exp(−y²) dy = ½ erfc(z), with z = (λ + x)/√(4λk_BT). This is the stated F.

For large z, erfc(z) ≈ exp(−z²)/(z√π). The exponents combine as

x/k_BT − (λ + x)²/(4λk_BT) = −(λ − x)²/(4λk_BT),

and the prefactor is

1/(2k_BT z√π) = √(4λk_BT)/[2√π k_BT(λ + x)] = [1/√(4πλk_BT)] 2λ/(λ + x).

Therefore

F(x) ≈ D_ox(E_c) 2λ/(λ + x).

The Gaussian is the Marcus factor for an electron at the band edge. The factor 2λ/(λ + x) is the correction for electrons above the edge, which are fewer but, below the Marcus maximum, meet a larger density of empty levels. The next term of erfc lowers F by the fraction 1/(2z²) = 2λk_BT/(λ + x)².

The local exponential slope follows by differentiating the form with D_red. The exponential contributes F/k_BT, and the moving lower limit contributes −exp(x/k_BT)D_red(E_c)/k_BT, which is −D_ox(E_c)/k_BT. Thus

β ≡ k_BT d ln F/dx = 1 − D_ox(E_c)/F ≈ (λ − x)/(2λ) − k_BT/(λ + x).

An edge shift d multiplies the rate by about exp(βd/k_BT) if d is small. For a larger shift, the exponent of the Gaussian changes by

[(λ − x)² − (λ − x − d)²]/(4λk_BT) = (λ − x)d/(2λk_BT) − d²/(4λk_BT).

The last term is what a single exponential misses. The slope vanishes near x = λ − k_BT, where (λ − x)/(2λ) equals k_BT/(λ + x) ≈ k_BT/(2λ). A still higher edge makes transfer slower: this is the inverted region.

The condition of fixed electron density decides the sign of the trend. If instead the electrons share a fixed Fermi level μ, their density is n = gk_BT exp[−(E_c − μ)/k_BT]. At fixed w, the transfer flux is then proportional to

exp(−x/k_BT)F(x) = erfc(z)/(2k_BT),

which falls as the edge rises. The higher driving force of each electron is outweighed by the loss of electrons. A fast reaction at a high edge therefore depends on light, or another source, keeping the band populated.

Thickness enters through the coupling between layers. Take N identical layers with interlayer hopping −t. The amplitudes c_l obey −t(c_{l−1} + c_{l+1}) = ε c_l with c_0 = c_{N+1} = 0. The trial form c_l ∝ sin(lθ) satisfies the equation because sin[(l−1)θ] + sin[(l+1)θ] = 2cosθ sin(lθ), and the outer condition requires θ_j = jπ/(N+1), with j = 1, …, N. The subband edges are

E_j = E_mono − 2t cos θ_j.

For the normalisation, write sin²(lθ_j) = [1 − cos(2lθ_j)]/2. The cosines summed from l = 0 to N cover whole periods and give zero; without the l = 0 term they give −1. Hence the squares sum to (N+1)/2, and the weight on the wet face, l = 1, is

w_j = [2/(N+1)] sin²θ_j.

With equal in-plane masses in all subbands and x_j = E_j − E_0, the thermal average is

k_N = K Σ_j exp[−(E_j − E_1)/k_BT] w_jF(x_j) / Σ_j exp[−(E_j − E_1)/k_BT].

Two thickness regimes follow. While the lowest subband dominates, k_N ≈ K w_1F(x_1). For N well above one, w_1 ≈ 2π²/(N+1)³ and E_1 ≈ E_mono − 2t + π²t/(N+1)². The edge settles towards its bulk value while the surface weight goes on falling, so the rate cannot be a function of edge energy alone. With the hopping used below, higher subbands already matter at ten layers, so the rate has no range with a clean cubic fall: the local exponent −d ln k_N/d ln(N+1) slides from 4.3 between five and six layers to 1.9 between ten and eleven, because the sinking edge and the filling of higher subbands act together with w_1.

When N + 1 ≫ π√(t/k_BT), many subbands are populated. The sum in the numerator then tends to a constant, since w_j carries a factor 1/(N+1) that compensates the number of terms. In the denominator E_j − E_1 ≈ tθ_j², and the spacing of θ_j is π/(N+1), so the sum becomes

[(N+1)/π] ∫₀^∞ exp(−tθ²/k_BT) dθ = [(N+1)/2] √[k_BT/(πt)].

Thus k_N falls as 1/(N+1): the electron is spread over the film and spends a correspondingly small part of its time near the wet face. This limit assumes flat bands and equilibration across the film within the electron lifetime.

The flux also depends on competition with recombination. Let G be the generation rate per area and τ the lifetime without transfer. The steady state of dn/dt = G − n/τ − kn is n = Gτ/(1 + kτ), and the transfer flux is

J = kn = G kτ/(1 + kτ).

At fixed G, τ and w, d ln J/dx = (β/k_BT)/(1 + kτ). The strong dependence on edge energy survives if kτ ≪ 1 and disappears when nearly every electron is transferred. J counts superoxide ions formed. It is proportional to the oxidation rate if this first transfer is rate-limiting, holes are available to complete the reaction, and a thickness-independent fraction of the superoxide oxidises phosphorus.

For a worked example, take phosphorene in air-saturated water at 298.15 K, with k_BT = 0.02569 eV. The parameters are rough or round: λ = 1.0 eV, E_0 = −4.3 eV and E_mono = −3.9 eV from vacuum, t = 0.25 eV, h = 10 meV, a = 0.145 nm² and τ = 1 ns. An oxygen concentration of 0.25 mM within a contact depth of 0.30 nm gives c_s = 4.52×10⁹ cm⁻², and then K = 6.25×10⁶ eV/s. Light of 1 mW/cm² at 532 nm supplies 2.68×10¹⁵ photons cm⁻² s⁻¹, and each layer absorbs 1 percent of the light that reaches it.

For a monolayer, x = −3.9 + 4.3 = 0.40 eV and w = 1. The edge density is D_ox = 0.0530 eV⁻¹. The thermal factor 2/(1.4) = 1.43 raises it to 0.0757 eV⁻¹, while the full formula gives F = 0.0739 eV⁻¹; the difference of 2.4 percent is close to the 2.6 percent estimated from the next term of erfc. The rate is

k_1 = 6.25×10⁶ × 0.0739 = 4.6×10⁵ s⁻¹.

Since kτ = 4.6×10⁻⁴, recombination dominates and the flux is J = 2.68×10¹³ × 4.6×10⁻⁴ = 1.2×10¹⁰ cm⁻² s⁻¹. At this flux, one electron per phosphorus atom takes 62 h.

For five layers, x = 0.40 − 0.50 cos 30° = −0.033 eV and w_1 = 1/12. The overlap is 1.07×10⁻⁴ eV⁻¹, and k_5 = 59 s⁻¹ after all subbands are included. The ratio of the monolayer rate to the five-layer rate separates into

k_1/k_5 = 689 × 12 / 1.058 ≈ 7.8×10³.

The first factor is the edge energy, the second the surface weight, and the divisor the contribution of higher subbands in five layers. The monolayer absorbs 0.204 times as much light, so the ratio of superoxide formed, before any back transfer, is about 1.6×10³. At ten layers the higher subbands already raise the rate to 2.3 times its lowest-subband value.

The local slope β is 0.28 for the monolayer and 0.49 for five layers. Extending the monolayer's tangent exponential to five layers overestimates F by a factor of 5.9. The quadratic term alone predicts exp(0.433²/0.1028) ≈ 6.2; the slow variation of the full thermal factor F/D_ox(E_c) accounts for the difference. A line drawn through the logarithms of k_1 and k_5 has an apparent slope of 0.53, larger than either local value, because it assigns the change of surface weight to the energy. Such a line does not measure the Marcus slope. At a fixed Fermi level, with surface weight left out, the monolayer-to-five-layer ratio would be 3.3×10⁻⁵ instead of 689.

Real phosphorene does degrade under oxygen, water and light, and the chosen edge shift has a plausible size, but the absolute rate here is not a prediction from first principles. It scales as h², and h and the contact depth are assumed. Band edges in water are uncertain by at least tenths of an electronvolt through dipoles, screening and charge. Lowering the monolayer edge by 0.10 eV multiplies its rate by 0.30; lowering it by 0.25 eV divides F by 28, as the one- and two-layer overlaps show. The model also takes the electrons to be free. In a monolayer the exciton binding energy can be several tenths of an electronvolt, and in a doped sheet most photoelectrons may be bound to holes. The monolayer rate could then be far lower than the value given here. Changing λ to 0.8 or 1.2 eV changes the overlap ratio from 689 to 437 or 935. The ratio is far more sensitive to the hopping: it is 33 for t = 0.15 eV and 1.9×10⁵ for t = 0.40 eV. At a layer spacing of 0.53 nm, t = 0.25 eV corresponds to an out-of-plane mass of 0.54 free-electron masses, heavier than the values usually quoted for bulk black phosphorus, so the real hopping may be larger.

The classical treatment of the O–O stretch is another limitation. With a rough quantum of 0.16 eV and a bond change of 0.12 Å, this mode carries 0.35 eV of λ. Treating it quantum mechanically at fixed total λ raises F by 2.5 times for one layer and 4.8 times for five, which lowers their ratio to about 364 and moves the maximum of F down to x ≈ 0.92 eV. These factors assume one frequency for both charge states; with separate quanta of 0.196 eV for O₂ and 0.135 eV for O₂⁻ they become 4.1 and 7.2 (ratio 390), or 6.2 and 15 (ratio 284) if the bond change is 0.14 Å. With x, λ and electron density held fixed, warming from 278 to 318 K raises F by 1.5 times for one layer and 3.8 times for five.

Another assumption that may fail in thicker flakes is that electrons cool before they react. An electron held for 1 ps at the Marcus maximum, with one fifth of its weight on the wet layer, would give a five-layer yield of 2.2×10⁻⁶, against 5.9×10⁻⁸ for thermal electrons. This is a generous size estimate, not a strict bound: the electron would need about 1.03 eV above the edge, out of a photon energy of 2.33 eV. If that yield were reached, and hot transfer in the monolayer were negligible, the flux ratio would drop from about 1600 to about 42. The thermal thickness law is therefore not secure for five layers under green light.

Some other approximations are safer here. With masses m_x = 0.15 and m_y = 1.2 in units of the free-electron mass, the electron density is about 6×10⁻⁹ of gk_BT, so degeneracy is negligible, and the acceptor-level width is 0.003 to 0.006 k_BT (counting one or both spin directions of the band), consistent with weak coupling. The monolayer consumes 4×10⁻⁵ of the oxygen flux that could diffuse through 100 μm of still water. Back transfer is not safely negligible. Superoxide in contact with five layers returns its electron to the conduction band at about 2×10⁵ s⁻¹ (return to holes, which depends on doping, is not included). With a diffusivity of 2×10⁻⁹ m²/s it leaves the 0.30 nm contact layer at 2×10¹⁰ s⁻¹, but an ion diffusing away from a plane comes back many times. Its total contact time before it crosses 100 μm of still water is the contact depth times 100 μm divided by the diffusivity, 1.5×10⁻⁵ s. The product with the return rate is about 3, so about three quarters of the superoxide gives its electron back, against 0.1 percent for the monolayer, whose return rate is about 80 s⁻¹. The net monolayer-to-five-layer flux ratio then rises about fourfold. The returned fraction for five layers falls to about 24 percent for an escape path of 10 μm and 3 percent for 1 μm, and it is also smaller if superoxide is consumed quickly by another reaction; superoxide that stayed bound to the surface would make it larger.

The result is an initial rate. A first oxide film 0.3 nm thick with a 1 eV barrier and the free-electron mass would multiply the tunnelling rate by 0.046, and the initial rate given here does not describe later growth. The remaining layer-by-layer values are in the numerical output.

Computed values

```
T = 298.15 K; kT = 0.02569 eV; lambda = 1.00 eV
formal level -4.30 eV; monolayer edge -3.90 eV
interlayer hopping 0.25 eV; coupling 10.0 meV
cell area 0.145 nm2; layer 0.53 nm
O2 0.25 mM; contact depth 0.30 nm
O2 in contact c_s = 4.517e+09 cm^-2
light 1.00 mW/cm2 at 532 nm
photon flux 2.678e+15 cm^-2 s^-1
lifetime 1.00 ns; absorption/layer 0.010
rate prefactor K = 6.2516e+06 eV/s
N, nm, x(eV), w1, F(1/eV), k(1/s), yield, J(cm^-2 s^-1)
 1 0.53 0.4000 1.0000 7.385e-02 4.617e+05 4.615e-04 1.236e+10
 2 1.06 0.1500 0.5000 2.613e-03 8.168e+03 8.168e-06 4.353e+08
 3 1.59 0.0464 0.2500 4.634e-04 7.245e+02 7.245e-07 5.763e+07
 5 2.65 -0.0330 0.0833 1.072e-04 5.912e+01 5.912e-08 7.760e+06
10 5.30 -0.0797 0.0144 4.292e-05 8.864e+00 8.864e-09 2.270e+06
Gaussian edge density D, N=1: 5.2988e-02 1/eV
local slope beta: N=1 0.2825; N=5 0.4923
energy scale sqrt(4 lambda kT) = 0.3206 eV
tangent from N=1 overestimates F at N=5 by 5.891 times
overlap maximum at x = 0.9746 eV
N=1/N=5 overlap factor 688.64
N=1/N=5 surface-weight factor 12.000
N=5 all-subband/lowest-subband rate 1.0582
N=10 all-subband/lowest-subband rate 2.2892
N=1/N=5 absorption factor 0.2040
N=1/N=5 rate per electron 7809.1; flux 1592.6
apparent slope from N=1 and N=5 rates 0.5318
N=1/N=5 overlap x density at fixed Fermi level 3.300e-05
N=1 time for one electron per P atom 62.00 h
O-O mode 0.16 eV, bond change 0.12 A
inner lambda 0.353 eV; rate factors N=1 2.525, N=5 4.777
edge lower by 0.10 eV: N=1 rate x 0.303
lambda 0.8 eV: N=1/N=5 overlap factor 437.1
lambda 1.2 eV: N=1/N=5 overlap factor 935.3
318.15 K/278.15 K rate: N=1 1.494, N=5 3.767
masses 0.15, 1.20 m_e; N=1 density 2.677e+04 cm^-2
degeneracy measure n/(g kT) = 5.879e-09
level width/kT, N=1: 3.142e-03
N=5 back transfer 2.036e+05 1/s; escape 2.222e+10 1/s
N=5 hot-electron yield, 1.0 ps at peak: 2.200e-06
N=5 hot yield/thermal yield = 37.22
N=1 flux/O2 supply through 100 um water = 4.105e-05
oxide 0.3 nm, barrier 1.0 eV: rate x 0.0462
```
